\section*{Mean output of a thermally fluctuating two-state magnetic bit, part 1}

(Sections cited here and not found follow in the second part.)

\section{The stationary mean}

\textbf{Q.} You want to describe a magnetic bit by a variable that takes two values. A magnetic moment can point anywhere. What entitles you to two states?

\textbf{A.} An energy barrier does, if it is high enough. Take a small magnetic element whose magnetization turns as one unit, a macrospin. Its moment is $\mu=M_sV$, with $M_s$ the saturation magnetization and $V$ the volume. It has one easy axis, with an effective anisotropy energy density $K>0$ that includes the effect of shape. A field of flux density $B$ is applied along that axis. With $\theta$ the angle between the moment and the positive direction of the axis, the energy is
\begin{equation}
E(\theta)=KV\sin^2\theta-\mu B\cos\theta .
\label{eq:energy}
\end{equation}
The minus sign says that a positive field favours $\theta=0$. Temperature enters through the comparison with $k_BT$, so I divide by it and define
\begin{equation}
\sigma=\frac{KV}{k_BT},\qquad x=\frac{\mu B}{k_BT},\qquad
e(\theta)=\frac{E}{k_BT}=\sigma\sin^2\theta-x\cos\theta .
\label{eq:reduced}
\end{equation}
It is also useful to measure the field in units of the anisotropy field $B_K=2K/M_s$. With $h=B/B_K$,
\begin{equation}
2\sigma h=2\,\frac{KV}{k_BT}\,\frac{BM_s}{2K}=\frac{M_sVB}{k_BT}=x .
\label{eq:xh}
\end{equation}
If the landscape has two minima separated by a barrier of many $k_BT$, the moment spends nearly all its time close to one or the other. I then record which minimum it is near: $s=+1$ for the one at $\theta=0$, $s=-1$ for the one at $\theta=\pi$.

\textbf{Q.} You have assumed that the minima stay at $0$ and $\pi$ when the field is on. Show it, and show that there are two of them.

\textbf{A.} Differentiate the reduced energy:
\begin{align}
e'(\theta)&=2\sigma\sin\theta\cos\theta+x\sin\theta
=2\sigma\sin\theta\,(\cos\theta+h),\\
e''(\theta)&=2\sigma\cos2\theta+x\cos\theta
=2\sigma(\cos2\theta+h\cos\theta).
\end{align}
I used $x=2\sigma h$ in both lines. The slope vanishes at $\theta=0$, at $\theta=\pi$, and, if $|h|<1$, at the angle where $\cos\theta=-h$. The curvatures there are
\begin{equation}
e''(0)=2\sigma(1+h),\qquad e''(\pi)=2\sigma(1-h),\qquad
e''\big|_{\cos\theta=-h}=-2\sigma(1-h^2).
\label{eq:curv}
\end{equation}
The last one follows from $\cos2\theta=2h^2-1$ and $h\cos\theta=-h^2$. For $|h|<1$ the first two are positive and the third is negative: two minima and a maximum between them. The minima do not move because the field lies along the easy axis. A field component across the axis would turn them, and that case is outside this derivation.

\textbf{Q.} What do you mean by a linear energy bias? Your landscape contains a sine squared.

\textbf{A.} The bias is the part of the energy that distinguishes the two states. At both minima the sine vanishes, so
\begin{equation}
E(s)=-s\,\varepsilon,\qquad \varepsilon=\mu B=x\,k_BT .
\label{eq:linear}
\end{equation}
The energy of each state is linear in the field, and linear in $s$. The splitting is
\begin{equation}
E(-1)-E(+1)=2\varepsilon ,
\end{equation}
twice the bias energy, because one state goes down by $\varepsilon$ while the other goes up by $\varepsilon$.

\textbf{Q.} The height of the maximum also depends on the field. If the bias changes the barrier, the hopping changes in a way that your linear term does not contain.

\textbf{A.} It does change, so let us compute it. At the maximum $\cos\theta=-h$ and $\sin^2\theta=1-h^2$, hence
\begin{equation}
e_{\rm top}=\sigma(1-h^2)+xh=\sigma(1-h^2)+2\sigma h^2=\sigma(1+h^2).
\end{equation}
The minima lie at $e(0)=-x=-2\sigma h$ and $e(\pi)=+2\sigma h$. The barrier that must be climbed to leave each state is the top minus the minimum:
\begin{align}
b_+&=\sigma(1+h^2)+2\sigma h=\sigma(1+h)^2,\label{eq:bp}\\
b_-&=\sigma(1+h^2)-2\sigma h=\sigma(1-h)^2.\label{eq:bm}
\end{align}
The top does move, by the quadratic amount $\sigma h^2$, but it is the same top for both directions of travel. It cancels in the difference:
\begin{equation}
b_+-b_-=4\sigma h=2x .
\label{eq:diff}
\end{equation}

\textbf{Q.} Now you need hopping rates. Which law do you use, and what does it assume?

\textbf{A.} I use thermal activation. The chance of finding the moment at the top, relative to the bottom of its well, carries a Boltzmann factor $e^{-b}$. The rate of escape is this factor times a frequency that collects the details of the motion:
\begin{equation}
\Gamma_+=f_0e^{-b_+},\qquad \Gamma_-=f_0e^{-b_-}.
\label{eq:rates}
\end{equation}
Here $\Gamma_+$ is the probability per unit time of leaving the state $+$, and $\Gamma_-$ that of leaving $-$. The frequency $f_0$ is the attempt frequency.

Two assumptions are contained in this. First, after a hop the moment settles in its new well long before it hops again, so that the probability of the next hop depends on the present state and not on the earlier history. This needs barriers of many $k_BT$. Second, $f_0$ is the same in both directions. Let us keep the second assumption for now and remember that it is one.

\textbf{Q.} I shall come back to it. How do you get from rates to an average?

\textbf{A.} By counting probability. Let $p_+$ and $p_-$ be the probabilities of the two states in a large set of identical bits. In a short time $dt$ the state $+$ loses $\Gamma_+p_+\,dt$ and gains $\Gamma_-p_-\,dt$:
\begin{equation}
\frac{dp_+}{dt}=-\Gamma_+p_++\Gamma_-p_-,\qquad p_++p_-=1 .
\label{eq:master}
\end{equation}
The average output is
\begin{equation}
m=\langle s\rangle=(+1)p_++(-1)p_-=p_+-p_- .
\end{equation}
Together with $p_++p_-=1$ this gives $p_\pm=(1\pm m)/2$, and therefore $dm/dt=2\,dp_+/dt$. Insert both into Eq.~\eqref{eq:master}:
\begin{align}
\frac{dm}{dt}&=-\Gamma_+(1+m)+\Gamma_-(1-m)\nonumber\\
&=-(\Gamma_++\Gamma_-)\,m+(\Gamma_--\Gamma_+).
\label{eq:mdot}
\end{align}

\textbf{Q.} And what does the average settle to?

\textbf{A.} Set the derivative to zero. The stationary value, which I call $\bar m$, is
\begin{equation}
\bar m=\frac{\Gamma_--\Gamma_+}{\Gamma_-+\Gamma_+}.
\label{eq:ratio}
\end{equation}
From Eqs.~\eqref{eq:bp} and \eqref{eq:bm}, $b_\pm=\sigma(1+h^2)\pm x$, so each rate splits into a common factor and a factor that depends on direction:
\begin{equation}
\Gamma_\pm=f_0\,e^{-\sigma(1+h^2)}\,e^{\mp x}.
\label{eq:factor}
\end{equation}
The common factor stands in every term of the numerator and of the denominator of Eq.~\eqref{eq:ratio}. What remains is
\begin{equation}
\boxed{\;\bar m=\frac{e^{x}-e^{-x}}{e^{x}+e^{-x}}=\tanh x
=\tanh\frac{\mu B}{k_BT}\;}
\label{eq:tanh}
\end{equation}
The attempt frequency has dropped out, and so has the height of the barrier top.

\textbf{Q.} That looks like a trick of algebra. Why should a frequency have no influence on what a fluctuating object does on average?

\textbf{A.} Look at the time spent in each state. If the probability per unit time of leaving $+$ is $\Gamma_+$, the probability of still being there after a time $t$ is $e^{-\Gamma_+t}$, and the mean stay is
\begin{equation}
t_+=\int_0^\infty t\,\Gamma_+e^{-\Gamma_+t}\,dt=\frac1{\Gamma_+},
\qquad t_-=\frac1{\Gamma_-}.
\end{equation}
Stays in $+$ and $-$ alternate, so the average output is the difference of the mean stays divided by their sum:
\begin{equation}
\frac{t_+-t_-}{t_++t_-}
=\frac{1/\Gamma_+-1/\Gamma_-}{1/\Gamma_++1/\Gamma_-}
=\frac{\Gamma_--\Gamma_+}{\Gamma_-+\Gamma_+}=\bar m .
\end{equation}
Doubling $f_0$ halves both mean stays. The bit switches twice as often and still spends the same fraction of its time in each state. The average measures the fraction.

\textbf{Q.} Could you not have written down the Boltzmann distribution and saved yourself the rates?

\textbf{A.} For the mean, yes. Two states with energies $\mp\varepsilon$ and equal weight have
\begin{equation}
p_\pm=\frac{e^{\pm x}}{e^{x}+e^{-x}},\qquad p_+-p_-=\tanh x .
\label{eq:boltz}
\end{equation}
No frequency ever appears on that road. The two roads agree because the rates satisfy detailed balance: from Eq.~\eqref{eq:factor},
\begin{equation}
\frac{\Gamma_-}{\Gamma_+}=e^{2x}=\frac{p_+}{p_-},
\qquad\text{so}\qquad \Gamma_+p_+=\Gamma_-p_- .
\label{eq:db}
\end{equation}
As many bits go from $+$ to $-$ as go back. The rates are still worth having. They show how the hopping produces this ratio, namely through barriers that differ by $2x$ and a common prefactor, and they tell how long one must wait for the average to appear.

\textbf{Q.} I am never sure about factors of two here. The splitting is $2\varepsilon$, yet your argument is $\varepsilon/k_BT$.

\textbf{A.} The ratio of probabilities contains the whole splitting, $p_+/p_-=e^{2x}$. The hyperbolic tangent contains half of it, since
\begin{equation}
\frac{y-1}{y+1}=\tanh\!\left(\tfrac12\ln y\right)\qquad (y>0),
\label{eq:halflog}
\end{equation}
as one sees by writing $y=e^{2a}$ and multiplying numerator and denominator by $e^{-a}$. In terms of the splitting $\Delta E=2\varepsilon$ the result reads $\bar m=\tanh(\Delta E/2k_BT)$.

\textbf{Q.} What shape does this give as the field is swept?

\textbf{A.} For a weak bias, $\tanh x\approx x$, so the response is linear with slope $\mu/k_BT$ per unit field. For a strong positive bias,
\begin{equation}
1-\tanh x=\frac{2e^{-x}}{e^{x}+e^{-x}}=\frac{2}{e^{2x}+1}\approx2e^{-2x},
\end{equation}
so the remaining time in the wrong state falls exponentially. Reversing the field reverses the output, and at zero field the two states are equally likely. The field that takes the bit from the linear region towards saturation is $k_BT/\mu$. It contains the moment and the temperature, but not the anisotropy. Within the two-state model, a curve of mean output against field measured at a known temperature therefore yields the moment and tells nothing about the barrier.

\textbf{Q.} Give me numbers.

\textbf{A.} Take a model disc with its easy axis along the normal and with round parameters: diameter 20~nm, thickness 1~nm, $M_s=1.0\times10^6$~A/m, $K=1.6\times10^5$~J/m$^3$, at 300~K in a field of 10~mT. The volume is
\begin{equation}
V=\frac{\pi}{4}(20)^2(1)\ \text{nm}^3=314.2\ \text{nm}^3,
\end{equation}
so $\mu=M_sV=3.142\times10^{-19}$~A\,m$^2$. The bias energy is $\varepsilon=\mu B=3.142\times10^{-21}$~J and the thermal energy is $4.142\times10^{-21}$~J. Hence
\begin{equation}
x=\frac{3.142}{4.142}=0.7585,\qquad \bar m=\tanh0.7585=0.640 .
\end{equation}
The bit is in the favoured state with probability $(1+0.640)/2=0.820$.

The barrier parameter is $\sigma=12.14$ and the anisotropy field is 320~mT, so $h=10/320=0.03125$. The barriers are $b_+=12.91$ and $b_-=11.39$ in units of $k_BT$. Their difference is 1.52, which is $2x$. Both are large compared with one, so two states are a fair description.

The field scale $k_BT/\mu$ is 13.2~mT. At 5~mT the mean is 0.362, a little below the linear estimate $5/13.2=0.379$. At 20~mT it is 0.908, and at 40~mT it is 0.995.

\textbf{Q.} Has the cancellation been checked by anything other than the algebra that produced it?

\textbf{A.} Yes. The barriers were found by a numerical search on the landscape~\eqref{eq:reduced}, not from Eqs.~\eqref{eq:bp} and \eqref{eq:bm}. They were put into the matrix of the master equation, and its stationary vector was computed for three combinations of $\sigma$ and $x$, with $f_0$ set to $10^6$, $10^9$ and $10^{12}$~s$^{-1}$. The largest deviation of the mean from $\tanh x$ was $4\times10^{-16}$, the size of rounding errors. This tests the algebra of the two-state model. Whether a real moment obeys that model is a separate question.

In the two-state model with a common attempt frequency, the stationary mean is $\tanh(\mu B/k_BT)$, whatever that frequency and the height of the barrier top. It remains to find how long the bit takes to reach this mean and how long one must measure it, whether the attempt frequencies are really equal, and where the two-state picture fails.
